# Born Charges in Elemental Crystals: Zero in Diamond, Allowed in Selenium

A crystal made of one element can have nonzero Born effective charges. In diamond they vanish because inversion exchanges the two atoms of the primitive cell, so that their charge tensors are equal, while a sum rule makes the two tensors add to zero. In trigonal selenium three equivalent atoms share the cell. For the atom whose twofold axis is $x$, symmetry and the sum rule leave

$$
Z_1=\begin{pmatrix}A&0&0\\0&-A&B\\0&C&0\end{pmatrix},
$$

with $A$, $B$ and $C$ free. The tensors of the other two atoms are rotated copies, and the three add to zero. In a selenium-like model worked out below, $A=0.33$, $B=1.00$ and $C=0.71$ in units of the elementary charge $e$.

## The belief and its appeal

The belief runs as follows. Born charges measure ionicity. Identical atoms have no reason to pass charge to one another, so each is neutral, and moving a neutral atom makes no dipole.

The premise about neutrality is sound when all atoms are equivalent by symmetry: they carry equal static charges, and equal charges in a neutral cell are zero. The last step fails. A moving atom changes its bonds, and the electrons of the crystal shift in response. The Born charge counts that flow as well.

Atomic units are used in the algebra, with $e=\hbar=m_e=4\pi\varepsilon_0=1$. Let sublattice $k$ be displaced by $\mathbf u_k$, equally in every cell of volume $V$. The Born tensor is

$$
Z_{k,ab}=V\left.\frac{\partial P_a}{\partial u_{k,b}}\right|_{\mathbf E=0}.
$$

The first index belongs to the polarization and the second to the displacement, and the tensor need not be symmetric. The crystal is an insulator in its ground state, and $\mathbf E$ is the macroscopic field. The polarization of a periodic crystal is defined up to a fixed quantum, but its derivative has no such ambiguity.

## Two constraints

**The sum rule.** Move all nuclei slowly by the same vector $\mathbf s$. The Hamiltonian is merely translated, so the electrons move along. The cell-averaged current is the total charge per cell times the velocity, divided by $V$. It is zero for a neutral cell, so $P$ does not change:

$$
0=V\,\delta P_a=\sum_b\Big(\sum_k Z_{k,ab}\Big)s_b .
$$

Since $\mathbf s$ is arbitrary, $\sum_k Z_k=0$.

**The symmetry law.** Let an operation with rotation part $R$ carry atom $k$ to atom $k'$. It turns the displacement $\mathbf u$ of $k$ into the displacement $R\mathbf u$ of $k'$, and the polarization change $Z_k\mathbf u/V$ into $RZ_k\mathbf u/V$. Hence $Z_{k'}R\mathbf u=RZ_k\mathbf u$ for every $\mathbf u$, and

$$
Z_{k'}=RZ_kR^{T}.
$$

If all atoms are equivalent, their traces are equal by this law and add to zero by the sum rule. Each trace therefore vanishes, but a traceless tensor need not be zero.

## Why diamond gives zero

Inversion has $R=-1$, and the two minus signs cancel: $Z_{k'}=Z_k$. It does not by itself make any tensor vanish. In diamond it takes atom 1 to atom 2, so $Z_2=Z_1$. With $Z_1+Z_2=0$ this gives $2Z_1=0$.

The argument covers more than diamond. Two identical atoms on any lattice are exchanged by inversion through their midpoint, since $\mathbf r_1+\mathbf R$ goes to $\mathbf r_2-\mathbf R$. With one atom per primitive cell the sum rule alone suffices. An elemental insulator therefore needs at least three atoms per primitive cell to have Born charges, provided its electronic ground state keeps the symmetry of the atomic positions.

A control shows what the exchange does. In a nearest-neighbour model of diamond with $s$ and $p$ orbitals, an on-site $s$–$p$ dipole element of 0.4 Å, $a=3.6$ Å, an $s$ level 7 eV below the $p$ level, and hoppings $ss\sigma=-4$, $sp\sigma=5$, $pp\sigma=7$ and $pp\pi=-2$ eV at 1.56 Å with a decay length of 0.6 Å, the computed tensors vanish to within $10^{-6}\,e$. Shifting the site energies of the two atoms by $+1$ and $-1$ eV turns the crystal into zincblende and removes the exchange. The charges become $+0.86\,e$ and $-0.86\,e$. The static charge of the first atom is $0.376\,e$, less than half its Born charge.

## Inversion alone is not enough

Black phosphorus has inversion symmetry and four atoms in its primitive cell. Inversion pairs the atoms, $Z_4=Z_1$ and $Z_3=Z_2$, so the sum rule says $Z_2=-Z_1$. Nine components are still free.

Take $x$ normal to the mirror plane that contains atom 1, and $y$ normal to the layers. The mirror changes the sign of every component with a single index $x$, leaving $xx$, $yy$, $zz$, $yz$ and $zy$. A glide operation with $R=\mathrm{diag}(1,-1,1)$ takes atom 1 to atom 2. It preserves the diagonal components and reverses $yz$ and $zy$. Compared with $Z_2=-Z_1$, this makes the diagonal vanish and leaves $Z_{yz}$ and $Z_{zy}$ free.

They are not zero in a $p$-orbital model of a single layer, with hoppings of 4.0 eV ($\sigma$) and $-0.8$ eV ($\pi$) at 2.2 Å and a decay length of 0.6 Å. The cell measures 3.3 Å along $x$ and 4.4 Å along $z$, and atom 1 lies at $(0,\,1.05,\,0.35)$ Å from an inversion centre. That model gives $Z_{yz}=0.139\,e$ and $Z_{zy}=0.387\,e$.

## What selenium permits

Trigonal selenium consists of parallel helices with three atoms per turn. In one helix, atom $j$ sits at azimuth $\theta_j=0^\circ,120^\circ,240^\circ$ and at height $0,c/3,2c/3$. This helix is right-handed. In the left-handed crystal, its mirror image under $z\to-z$, the components $B$ and $C$ below change sign and $A$ does not.

The twofold axis through atom 1 lies along $x$, with $R=\mathrm{diag}(1,-1,-1)$. Components with a single index $x$ change sign and must vanish, which leaves

$$
Z_1=\begin{pmatrix}A&0&0\\0&D&B\\0&C&F\end{pmatrix}.
$$

The threefold screw gives the other two tensors by rotation about $z$. Split the in-plane block into $\tfrac12(A+D)$ times the unit matrix and $\tfrac12(A-D)\,\mathrm{diag}(1,-1)$. The first part is unchanged by rotation. The second turns with the angle $2\theta_j$, and its sum over the three atoms is zero. The column $(0,B)$ and the row $(0,C)$ turn as plane vectors and also sum to zero. What remains is

$$
\sum_kZ_k=\mathrm{diag}\!\left(\tfrac32(A+D),\ \tfrac32(A+D),\ 3F\right)=0 ,
$$

so $D=-A$ and $F=0$. Five components have become three. For atom $j$,

$$
Z_j=\begin{pmatrix}A\cos2\theta_j&A\sin2\theta_j&-B\sin\theta_j\\ A\sin2\theta_j&-A\cos2\theta_j&B\cos\theta_j\\ -C\sin\theta_j&C\cos\theta_j&0\end{pmatrix}.
$$

A search through the symmetry operations of the three structures, with a count of the components left free, gives 0 for diamond, 2 for black phosphorus and 3 for selenium.

## Where the charge comes from

Symmetry permits these components; their size needs a calculation. Consider independent electrons in orthogonal $p$ orbitals that move with their atoms. Parity removes the matrix elements of position, measured from the nucleus, between $p$ orbitals on one atom. The model neglects those between orbitals on different atoms. Position is then diagonal in this basis, and its values are the positions of the atoms.

Displacing atom $k$ has two effects. First, the core and the orbital population are carried along, which contributes $q_k\delta_{ab}$, where $q_k$ is the static charge. Second, the hoppings change by $W_b=\partial H/\partial u_{k,b}$ per unit displacement. To first order, a filled state $v$ acquires the admixture

$$
|\delta v\rangle=\sum_c|c\rangle\frac{(W_b)_{cv}}{E_v-E_c},
$$

where $c$ runs over empty states at the same wavevector. Mixing among filled states cancels in pairs. The expectation value of position changes by $2\,\mathrm{Re}\langle v|r_a|\delta v\rangle$. Spin gives another factor 2, and the electron charge $-1$ reverses the order of the energies in the denominator:

$$
Z_{k,ab}=q_k\delta_{ab}+4\Big\langle\mathrm{Re}\sum_{vc}\frac{(r_a)_{vc}(W_b)_{cv}}{E_c-E_v}\Big\rangle_{\mathbf k}.
$$

The brackets denote an average over wavevectors. The position element follows from the velocity $\mathbf v=i[H,\mathbf r]$, whose matrix element is $i(E_v-E_c)\mathbf r_{vc}$, so that $\mathbf r_{vc}=i\mathbf v_{vc}/(E_c-E_v)$.

In selenium $q_k=0$, and the whole Born charge is the second term. The atoms are neutral, yet moving one drives charge through the crystal.

## Numbers for a selenium-like crystal

The model has $a=4.4$ Å, $c=5.0$ Å and a helix radius of 1.0 Å. Bonds are then 2.40 Å long, and the closest atoms of neighbouring chains are 3.46 Å apart. The hoppings are 4.0 eV ($\sigma$) and $-0.8$ eV ($\pi$) at 2.4 Å, with a decay length of 0.6 Å. Four $p$ electrons per atom fill the bands up to a gap of about 1.7 eV. The result is

$$
A=0.326\,e,\qquad B=0.996\,e,\qquad C=0.713\,e .
$$

The $xx$ components of the three atoms are $0.326$, $-0.163$ and $-0.163$, which add to zero.

A second route uses no perturbation theory. Atom 1 is moved by $\pm0.01$ Å along each axis, and the polarization is found from Berry phases on meshes of 10 and 20 points per direction, extrapolated to fine spacing. The largest difference from the linear-response tensor is $3\times10^{-4}\,e$.

**One chain compared with the crystal.** Turn an isolated helix rigidly about its axis by a small angle $\varphi$. All its charges turn together and keep their heights, so no axial dipole appears. Each atom moves by $u=\rho\varphi$ along its tangent $\mathbf t_j=(-\sin\theta_j,\cos\theta_j,0)$, where $\rho$ is the helix radius. The $z$ row of $Z_j$ is $C\,\mathbf t_j$, so the axial dipole per cell is $3Cu$. It must vanish, and $C=0$ for a single chain.

With the contacts between chains removed, the model indeed gives $|C|<10^{-5}\,e$, together with $A=-0.411\,e$ and $B=0.701\,e$. Contact between chains thus creates $C$ and, in this model, reverses the sign of $A$. Widening the chain spacing by 2 %, with $c$ and the helix radius fixed, lowers $C$ to $0.556\,e$.

## What is lost by setting the charges to zero

When all chains of the crystal turn in step about their own axes, every atom moves along its tangent. This is the optical mode of $A_2$ symmetry. The only other $A_2$ motion is the rigid shift along $z$, to which it is orthogonal. The in-plane dipoles cancel, because the in-plane block of $Z_j$ turns $\mathbf t_j$ into $-A\,\mathbf t_j$ and the three tangents add to zero. For $u=0.05$ Å,

$$
P_z=\frac{3Cu}{V}=\frac{3(0.713)(0.05)}{83.83}\,\frac{e}{\text{Å}^2}=1.28\times10^{-3}\,\frac{e}{\text{Å}^2}=2.0\ \mu\mathrm{C/cm^2}.
$$

A long wave travelling along $z$ also feels its own field. There are no free charges, so $E_z+4\pi P^{\rm tot}_z=0$. The total polarization is the lattice part $3Cu/V$ plus the electronic part $(\varepsilon-1)E_z/4\pi$, where $\varepsilon$ is the electronic permittivity along $z$. Therefore $\varepsilon E_z=-4\pi(3Cu/V)$. The coupling energy $-VP_zE_z$ puts a force $CE_z$ on each atom along its tangent, and for atomic mass $M$

$$
M\ddot u=-M\omega_{\rm TO}^2u+CE_z
\quad\Rightarrow\quad
\omega_{\rm LO}^2=\omega_{\rm TO}^2+\Omega^2,\qquad
\Omega^2=\frac{4\pi\,3C^2}{MV\varepsilon}.
$$

With the model's own $\varepsilon=6.99$ and $M=79$ atomic mass units, $\hbar\Omega=4.99$ meV. For a rough transverse energy of 13 meV,

$$
\hbar\omega_{\rm LO}=\sqrt{13^2+4.99^2}=13.9\ \text{meV},
$$

a shift of 0.9 meV that vanishes if $Z$ is set to zero.

The static permittivity changes too. In a constant field the displacement is $u=CE_z/(M\omega_{\rm TO}^2)$, and its polarization $3Cu/V$ adds to the electronic response:

$$
\varepsilon_{\rm static}=\varepsilon\left(1+\frac{\Omega^2}{\omega_{\rm TO}^2}\right)=6.99\left(1+\frac{24.9}{169}\right)=8.0 .
$$

This is the $zz$ component of the static permittivity tensor. A correction for a charged defect in a supercell needs the whole static tensor if the ions relax, and the whole electronic tensor if they are held fixed. Taking selenium's Born charges as zero makes the two tensors equal. Along $z$ this leaves out 15 % of the electronic value; the error in the defect correction also depends on the other components.

For waves in the plane, the total coupling contains the sum over atoms of the squared $x$ row,

$$
\sum_j\left[A^2(\cos^22\theta_j+\sin^22\theta_j)+B^2\sin^2\theta_j\right]=3A^2+\tfrac32B^2 .
$$

With this sum in place of $3C^2$ in $\Omega^2$, and with the model's in-plane electronic permittivity of 4.68, the corresponding strength along $x$ is 6.6 meV. It is shared among the optical modes polarized in the plane, and the shares depend on force constants that this model does not supply.

## How far the numbers can be trusted

Numerical error is small. Refining the mesh from 12 to 16 points per direction changes $Z_1$ by about $10^{-6}\,e$, and extending the hopping range from 6 to 8 Å changes it by $0.003\,e$. The omitted physics matters more. Each row below adds one effect and keeps the other parameters fixed.

| Change | $A$ | $B$ | $C$ (all in $e$) |
|---|---|---|---|
| none | 0.326 | 0.996 | 0.713 |
| spin-orbit coupling, 0.25 eV | 0.324 | 0.993 | 0.710 |
| $s$ shell at $-10$ eV, with hoppings $ss\sigma=-2$ and $sp\sigma=2$ eV and an on-site $s$–$p$ dipole element of 0.7 Å | 0.452 | 0.761 | 0.465 |
| on-site repulsion, 4 eV | 0.545 | 0.381 | 0.713 |

The repulsion leaves $C$ unchanged for a reason of symmetry. It is treated here as a mean field set by the total charge on each atom, so it acts only through shifts of the site potentials. Exchange, which is left out, also acts on individual orbitals and can change $C$. The twofold axis through atom 1 preserves a potential on that site but reverses $P_z$, so this potential cannot induce $P_z$. The screw extends the result to the other sites, and the $z$ row of every tensor is unaffected.

The lattice constants and the gap are close to those of real trigonal selenium. The permittivity along the chains is not: the real value is roughly 13, against 7 here. With $C$ fixed, that would reduce $\Omega^2$ to $24.9\times7/13=13.4$ meV² and the LO shift to about 0.5 meV. Including the $s$ shell while keeping the permittivity at 7 would reduce the shift from 0.9 to about 0.4 meV, and both changes together would leave about 0.2 meV. The hoppings matter as much. A decay length of 0.5 Å instead of 0.6 Å gives $A=-0.05$, $B=1.05$ and $C=0.40$, with a shift of 0.3 meV; 0.7 Å gives $0.64$, $1.02$ and $1.08$, with a shift of 1.7 meV. These two shifts use the permittivity of each model, 6.1 and 8.3. At 0.7 Å a hopping range of 8 Å and a finer mesh raise $B$ and $C$ by about $0.01$. A $\pi$ hopping of $-1.1$ eV instead of $-0.8$ eV gives $A\approx-0.06$, $B=1.46$ and $C=0.70$. The model therefore supports only orders of magnitude: $B$ and $C$ from some tenths of $e$ to about $1.5\,e$, and a shift from about 0.1 meV, when the changes that lower it are combined, to between 1 and 2 meV. It does not settle the sign of $A$. The tensor's form, by contrast, does not depend on the parameters.

Diamond's zero rests on symmetry in the same way, and it lasts as long as that symmetry does. Near a vacancy, or in a supercell with atoms displaced from their sites, inversion need no longer pair the atoms. Individual carbon atoms may then have nonzero Born tensors, and for a neutral insulating cell the sum rule still requires them to add to zero. The remaining computed values are in the numerical output.

## Computed values

```
diamond: free components by symmetry 1, with sum rule 0
selenium: free components by symmetry 5, with sum rule 3
black phosphorus: free components by symmetry 5, with sum rule 2
inversion and sum rule only: diamond 0, black phosphorus 9 free
diamond model: a = 3.6 angstrom, gap = 8.02 eV
diamond model: largest |Z| below 1e-6 e: True
zincblende control, site energies +1 and -1 eV: Z_1 = 0.859 e, Z_2 = -0.859 e
zincblende control: static charge of atom 1 = 0.376 e
phosphorus layer model: gap = 3.07 eV
phosphorus layer model: Z_yz = 0.139 e, Z_zy = 0.387 e
selenium model: a = 4.4, c = 5.0, helix radius = 1.0 angstrom
selenium model: pp-sigma = 4.0 eV, pp-pi = -0.8 eV at 2.4 angstrom, decay length 0.6 angstrom
bond length = 2.404 angstrom
nearest distance between chains = 3.455 angstrom
cell volume = 83.83 angstrom^3, gap = 1.74 eV
largest static charge below 1e-8 e: True
Z of atom 1 (e), rows x; y; z: 0.326 0.000 0.000; 0.000 -0.326 0.996; 0.000 0.713 0.000
Z of atom 2 (e), rows x; y; z: -0.163 -0.282 -0.863; -0.282 0.163 -0.498; -0.617 -0.356 0.000
Z of atom 3 (e), rows x; y; z: -0.163 0.282 0.863; 0.282 0.163 -0.498; 0.617 -0.356 0.000
A = 0.3261 e, B = 0.9963 e, C = 0.7130 e
Berry phase: Z_xx = 0.3263, Z_yz = 0.9964, Z_zy = 0.7130 e
largest difference, Berry phase and linear response = 2.8e-04 e
isolated chain: A = -0.411 e, B = 0.701 e, |C| below 1e-5 e: True
A2 mode dipole per displacement: 3C = 2.1390 e, Berry phase = 2.1416 e
A2 mode, displacement 0.05 angstrom: P_z = 2.044 uC/cm2
model electronic permittivity: xx = 4.68, zz = 6.99
long-range strength, q along z = 4.991 meV
long-range strength, q along x = 6.642 meV
A2 mode: rough TO input = 13.0 meV, LO = 13.925 meV, shift = 0.9251 meV
convergence: mesh 12 to 16 shifts Z by 1.3e-06 e
convergence: hopping range 6 to 8 angstrom shifts Z by 2.9e-03 e
reference for neglected effects, mesh 12: A = 0.326, B = 0.996, C = 0.713 e
spin-orbit coupling 0.25 eV: A = 0.324, B = 0.993, C = 0.710 e, gap = 1.71 eV
s shell at -10 eV, dipole 0.7 angstrom: A = 0.452, B = 0.761, C = 0.465 e, gap = 2.34 eV
on-site repulsion 4.0 eV: A = 0.545, B = 0.381, C = 0.713 e, gap = 1.72 eV
chain spacing +2 %: A = 0.194, B = 0.903, C = 0.556 e, gap = 1.78 eV
```
